\section*{Mott's estimate of the metallic donor density in silicon}

\section*{Question}

At low temperature, lightly doped silicon is an insulator because each extra electron stays on its donor. How closely must the donors be packed before Mott's criterion predicts a metal? How does the predicted density scale with effective mass and permittivity, and how far can the number be trusted?

\section*{Answer}

With an effective mass of $0.26$ free-electron masses, a relative permittivity of $11.7$ and a criterion constant of $0.26$, the predicted density is about $1.3\times10^{18}\ \mathrm{cm^{-3}}$. It scales as the cube of mass over permittivity. It is an order-of-magnitude estimate: phosphorus-doped silicon becomes metallic at a density roughly three times higher. The two values $0.26$ are unrelated, one being a mass ratio and the other a dimensionless constant.

\subsection*{The donor's length and energy}

Take one isotropic conduction valley with mass $m m_e$ and a donor charge screened by the bulk permittivity $\varepsilon_r$:
\begin{equation}
H=-\frac{\hbar^2}{2mm_e}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}.
\end{equation}
Measured in a length $a^*$, the kinetic scale is $\hbar^2/(mm_ea^{*2})$ and the potential scale is $e^2/(4\pi\varepsilon_0\varepsilon_ra^*)$. Setting them equal gives
\begin{equation}
a^*=\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2}\frac{\varepsilon_r}{m}=a_0\frac{\varepsilon_r}{m},
\qquad
\mathrm{Ha}^*=\mathrm{Ha}\,\frac{m}{\varepsilon_r^2}.
\end{equation}
In these units the problem is hydrogen, with ground orbital $e^{-r}/\sqrt\pi$ and binding energy $\mathrm{Ry}^*=\mathrm{Ha}^*/2$. Here $a^*=0.05292\times11.7/0.26=2.381$ nm and $\mathrm{Ry}^*=25.84$ meV.

For a given arrangement of such donors with density $n$, at zero temperature, the only remaining parameter is $n^{1/3}a^*$. A transition within this model must therefore occur at some fixed value $C$:
\begin{equation}
n_c^{1/3}a^*=C,\qquad n_c=\left(\frac{Cm}{\varepsilon_ra_0}\right)^3 .
\label{mott}
\end{equation}
Scaling gives the cube but not the value of $C$.

\subsection*{Why $C$ is near one quarter}

Place the donors on a simple cubic lattice with spacing $R=n^{-1/3}$, one electron each, and let $x=R/a^*$, so that $C=1/x_c$. Moving an electron onto an occupied donor costs a repulsion $U$. If the surrounding spins do not hinder their motion, the extra electron and the hole left behind can each lower their energy by half the bandwidth $W$. The cost of a mobile pair is then about $U-W$, and $W=U$ estimates the transition. This leaves out magnetic order. With nearest-neighbour hopping alone, mean-field theory makes the half-filled cubic lattice an antiferromagnetic insulator at zero temperature even when $W$ exceeds $U$. The condition is therefore a rough guide for donors without such order, not a statement about the ground state of this ideal lattice.

\paragraph{Repulsion.} The charge of a 1s orbital inside radius $r$ is $1-e^{-2r}(1+2r+2r^2)$. The charge outside contributes $\int_r^\infty4se^{-2s}ds=e^{-2r}(1+2r)$ to the potential. Their sum is
\begin{equation}
\phi(r)=\frac{1-e^{-2r}(1+2r+2r^2)}{r}+e^{-2r}(1+2r)
=\frac1r-e^{-2r}\left(1+\frac1r\right).
\end{equation}
With both electrons in unchanged 1s orbitals,
\begin{equation}
U=\int_0^\infty4r^2e^{-2r}\phi\,dr
=\int_0^\infty\left(4re^{-2r}-4re^{-4r}-4r^2e^{-4r}\right)dr
=1-\frac14-\frac18=\frac58 .
\end{equation}

\paragraph{Hopping.} Let $a$ and $b$ be 1s orbitals on two donors, and define $S=\langle a|b\rangle$, $K=\langle a|r_a^{-1}|b\rangle$ and $J=\langle a|r_b^{-1}|a\rangle=\phi(x)$. Use $r_{a,b}=x(\xi\pm\eta)/2$, with volume element $(x^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. Then
\begin{align}
S&=\frac{x^3}{4}\int_1^\infty e^{-x\xi}\left(2\xi^2-\frac23\right)d\xi
=e^{-x}\left(1+x+\frac{x^2}{3}\right),\\
K&=\frac{x^2}{2}\int_1^\infty e^{-x\xi}\int_{-1}^{1}(\xi-\eta)\,d\eta\,d\xi
=x^2\int_1^\infty\xi e^{-x\xi}d\xi=e^{-x}(1+x).
\end{align}
Because each orbital solves its own donor problem with energy $-1/2$, the matrix elements for one electron and two donors are $h_{aa}=-\frac12-J$ and $h_{ab}=-\frac12S-K$. The even and odd levels are $E_\pm=(h_{aa}\pm h_{ab})/(1\pm S)$. Half their splitting is the hopping:
\begin{equation}
t=\frac{E_--E_+}{2}=\frac{Sh_{aa}-h_{ab}}{1-S^2}=\frac{K-SJ}{1-S^2}.
\end{equation}

With nearest-neighbour hopping, and with the overlap between orbitals on different donors neglected in the lattice, the cubic band is $-2t(\cos k_xR+\cos k_yR+\cos k_zR)$. It runs from $-6t$ to $6t$, so $W=12t$. The condition $12t=5/8$ has its root at $x_c=3.833$. There $S=0.2106$, $K=0.1046$ and $J=0.2603$, so
\begin{equation}
t=\frac{0.1046-0.2106\times0.2603}{1-0.2106^2}=0.0521,\qquad C=\frac1{3.833}=0.261 .
\end{equation}

\paragraph{How firm this is.} The agreement with $0.26$ is closer than the model deserves. A large-basis calculation of the same one-electron pair gives $t=0.0569$ at this spacing, so the simple orbitals are 8\% low relative to it. Using large-basis hopping throughout moves $C$ to $0.253$. Letting the doubly occupied donor relax, as in the hydrogen anion, lowers $U$ to $0.473$ and $C$ to $0.231$. The hopping is converged to the digits shown. A larger basis lowers $U$ to $0.472$ and leaves $C$ at $0.231$. A body-centred array, with $W=16t$, $U=5/8$ and the simple orbitals, gives $C=0.259$. Second-neighbour hopping on the cubic lattice, at the original $x_c$, widens the band from $12t$ to $12.7t$ if the orbitals are still treated as orthogonal, and adding more distant shells in the same way brings it to about $14.8t$. With $S=0.21$ between neighbours, orthogonality is a poor approximation: nearest-neighbour overlap alone gives $1-6S<0$ at the zone corner, which no true overlap matrix allows. A plane-wave solution of the cubic lattice, with each ion screened by none, half or all of a 1s cloud, gives a lowest-band width of about $0.55$, $0.60$ or $0.66$ at this spacing instead of $0.625$. The condition $W=5/8$ then gives $C$ between about $0.27$ and $0.25$.

The changes in $C$ are moderate because hopping falls exponentially. For large $x$, $K-SJ\simeq(2x/3)e^{-x}$, hence $d\ln t/dx\simeq-(1-1/x)$. With the slope taken at $x=4.1$, roughly midway between the two large-basis roots given next, reducing $U$ from $0.625$ to $0.473$ should then shift $x_c$ by about $\ln(0.625/0.473)/(1-1/4.1)\simeq0.37$. The computed roots, $1/0.2531=3.95$ and $1/0.2312=4.33$, differ by about that amount.

\subsection*{The number and its scaling}

Taking $C=0.26$ in Eq.~(\ref{mott}),
\begin{equation}
n_c=\left(\frac{0.26}{2.381\times10^{-7}\ \mathrm{cm}}\right)^3
=1.3\times10^{18}\ \mathrm{cm^{-3}},
\qquad R_c=\frac{2.381}{0.26}=9.16\ \mathrm{nm}.
\end{equation}
For small changes,
\begin{equation}
\frac{\delta n_c}{n_c}=3\left(\frac{\delta C}{C}+\frac{\delta m}{m}-\frac{\delta\varepsilon_r}{\varepsilon_r}\right).
\end{equation}
Larger permittivity or smaller mass spreads the orbital and lowers the critical density. With mass and permittivity held fixed, moving $C$ by 10\% down or up gives $0.95$ or $1.7\times10^{18}\ \mathrm{cm^{-3}}$.

\subsection*{A second route: screening}

Approached from the metallic side, the question is whether mobile electrons screen a donor so strongly that it can no longer bind one. For $g$ equivalent valleys, $n=gk_F^3/(3\pi^2)$ and $\mu=k_F^2/2$ in effective units. Therefore $dn/d\mu=(gk_F^2/\pi^2)/k_F=gk_F/\pi^2$, and linear Thomas--Fermi screening gives
\begin{equation}
q^2=4\pi\frac{dn}{d\mu}=\frac{4g}{\pi}\left(\frac{3\pi^2n}{g}\right)^{1/3}
=4g^{2/3}\left(\frac3\pi\right)^{1/3}n^{1/3}.
\end{equation}
Restoring $a^*$ and solving for $C=n^{1/3}a^*$,
\begin{equation}
C=\frac{(qa^*)^2}{4g^{2/3}}\left(\frac\pi3\right)^{1/3}.
\end{equation}
The rough condition $qa^*=1$ with $g=1$ gives $C=0.254$. Numerical solution of the potential $-e^{-qr}/r$ shows that its last bound state disappears at $qa^*=1.19$. This sharper condition gives $C=0.36$ and $n_c=3.5\times10^{18}\ \mathrm{cm^{-3}}$.

Silicon has six valleys. Since $C\propto g^{-2/3}$, setting $g=6$ divides the density by $6^2=36$, to about $1\times10^{17}\ \mathrm{cm^{-3}}$. This figure cannot be trusted, because Thomas--Fermi screening requires $q$ to be well below $2k_F$. Here $2k_Fa^*=2(3\pi^2/g)^{1/3}C\simeq0.37$, while $qa^*=1.19$. Even for one valley, $q$ is about half of $2k_F$ at the threshold. With the wave-vector-dependent Lindhard screening in place of Thomas--Fermi, the bound state is lost at $C\simeq0.40$ for one valley and $C\simeq0.27$ for six. The $g^{-2/3}$ law is therefore an artefact of the approximation. These figures still assume an isotropic mass and linear screening, so the argument does not establish the constant for silicon.

\subsection*{What the hydrogenic donor leaves out}

The density estimates below keep $C=0.26$ and treat the features separately. They overlap, so they are not independent factors to be multiplied.

\paragraph{Anisotropic mass.} Rough silicon masses are $m_t=0.19$ across a valley axis and $m_l=0.92$ along it. Take the trial orbital $e^{-s}$ with $s^2=\rho^2/a^2+z^2/b^2$. In the stretched coordinates each axis carries one third of the mean squared gradient, which is unity. Also $\langle1/s\rangle=1$, and $r=s\sqrt{a^2-(a^2-b^2)u^2}$, where $u$ is the cosine of the stretched polar angle. In ordinary atomic units,
\begin{equation}
E=\frac16\left(\frac{2}{m_ta^2}+\frac1{m_lb^2}\right)
-\frac1{\varepsilon_r}\int_0^1\frac{du}{\sqrt{a^2-(a^2-b^2)u^2}} .
\end{equation}
The minimum lies at $a=2.44$ nm and $b=1.40$ nm. Using the volume-equivalent radius $(a^2b)^{1/3}=2.02$ nm in place of $a^*$, which is itself a heuristic choice, gives $n_c=2.1\times10^{18}\ \mathrm{cm^{-3}}$.

\paragraph{Central cell.} Phosphorus binds its electron by roughly 45 meV, more than the hydrogenic 25.84 meV. The anisotropic trial orbital above already binds by 29.6 meV, so part of the excess comes from the mass and not from the central cell. If the isotropic mass is kept and the full 45 meV is used, the wavefunction far from the donor falls mainly as $e^{-r/\lambda}$, with
\begin{equation}
\lambda=\frac{\hbar}{\sqrt{2mm_eE_b}}=a^*\sqrt{\frac{\mathrm{Ry}^*}{E_b}}
=2.381\sqrt{\frac{25.84}{45}}\simeq1.80\ \mathrm{nm}.
\end{equation}
Replacing $a^*$ by this tail length gives $3.0\times10^{18}\ \mathrm{cm^{-3}}$. With the directional masses the tail lengths are 2.11 nm across and 0.96 nm along the valley axis, and their volume-equivalent mean of 1.62 nm gives $4.1\times10^{18}\ \mathrm{cm^{-3}}$. Alternatively, add a Gaussian well of range 0.24 nm, tuned to the 45 meV binding. The mean radius is then 2.12 nm instead of 3.57 nm, and two thirds of it, used as the effective radius, gives $6.3\times10^{18}\ \mathrm{cm^{-3}}$. Changing the well range from 0.12 to 0.95 nm moves this density from $6.4$ to $5.2\times10^{18}\ \mathrm{cm^{-3}}$, and an effective-mass description is doubtful on so short a scale. The two densities are not bounds; their difference shows that a non-hydrogenic orbital has no unique radius to insert in the criterion.

\paragraph{Random positions.} For randomly placed donors, the chance of finding no neighbour within $r$ is $e^{-4\pi nr^3/3}$. Integrating this probability over $r$ gives the mean nearest-neighbour distance,
\begin{equation}
\bar r=\Gamma\!\left(\frac43\right)\left(\frac{4\pi n}{3}\right)^{-1/3}=0.554\,n^{-1/3}.
\end{equation}
At the predicted density this is 5.1 nm, against the lattice spacing of 9.2 nm. Close pairs therefore coexist with more isolated donors, and one spacing cannot represent all the hoppings. The resulting shift of $n_c$ is not calculated here.

\paragraph{Temperature.} At 300 K, $k_BT=25.85$ meV, nearly equal to $\mathrm{Ry}^*$ by numerical coincidence. It also exceeds the Fermi energy at $n_c$, which with the mass $0.26$ is 16.7 meV for one valley and 5.1 meV for six; with the density-of-states mass $(m_t^2m_l)^{1/3}=0.32$ the six-valley value is 4.1 meV. Heat can free electrons from donors well below the critical density, so $n_c$ is not a threshold for room-temperature conduction.

\subsection*{Beside real silicon}

The mass and permittivity are typical of silicon. The measured transition for phosphorus lies at roughly $4\times10^{18}\ \mathrm{cm^{-3}}$, about $3.1$ times the prediction. Matching it with the same $a^*$ would require $C\simeq0.38$. Real phosphorus donors break the hydrogenic assumption, and the two central-cell estimates raise the prediction by factors of about 2.3 and 4.8. They have the right direction and size, but do not prove that the central cell alone accounts for the difference. Device wells doped at roughly $10^{17}$ to $10^{18}\ \mathrm{cm^{-3}}$ lie below the measured transition, while contacts near $10^{20}\ \mathrm{cm^{-3}}$ lie far above it. The criterion can separate a well near $10^{17}\ \mathrm{cm^{-3}}$ from such a contact, but it cannot settle a case within a factor of several of $n_c$, such as a well near $10^{18}\ \mathrm{cm^{-3}}$. The numerical output below lists the values behind the main estimates.

\section*{Table of computed values}
\begin{verbatim}
inputs: mass 0.26 m_e, eps_r 11.7, C 0.26
Bohr radius 0.05292 nm; Hartree 27211.4 meV
donor radius a* 2.381 nm; Ry* 25.84 meV
radial solver binding 25.84 meV
Mott density 1.302e+18 cm^-3; spacing 9.16 nm
density for C = 0.25: 1.157e+18 cm^-3
density for C 10% lower 9.49e+17 cm^-3
density for C 10% higher 1.73e+18 cm^-3
Hubbard: x_c 3.833, C 0.2609 (dimensionless)
at x_c: S 0.2106, K 0.1046 Ha*, J 0.2603 Ha*
at x_c: t 0.05208 Ha* = 2.69 meV
frozen U 0.625 Ha* = 32.30 meV
Hubbard density 1.315e+18 cm^-3
large-basis t at x_c 0.05685 Ha*
C, large-basis t 0.2531; n 1.20e+18 cm^-3
hydrogen anion energy -0.5271 Ha; relaxed U 0.4729 Ha*
C, large-basis t and relaxed U 0.2312
its density 9.15e+17 cm^-3
C, bcc array 0.2588; n 1.28e+18 cm^-3
second-neighbour t2/t 0.293; bandwidth 12.68 t
screening threshold q a* 1.1906 (dimensionless)
q a* = 1, g = 1: C 0.2539, n 1.21e+18 cm^-3
threshold, g = 1: C 0.3599, n 3.45e+18 cm^-3
threshold, g = 6: C 0.1090, n 9.59e+16 cm^-3
rough masses: transverse 0.19, longitudinal 0.92 m_e
harmonic mean mass 0.2583 m_e
ellipsoid radii 2.436 and 1.397 nm
ellipsoid mean radius 2.024 nm; binding 29.61 meV
anisotropic density 2.12e+18 cm^-3
rough phosphorus binding 45 meV
central-cell well range 0.238 nm
central-cell well depth 3.89 eV
central-cell tail 1.805 nm; density 2.99e+18 cm^-3
central-cell mean radius 2.117 nm
hydrogenic mean radius 3.572 nm
density from mean radius 6.25e+18 cm^-3
random nearest-neighbour factor 0.5540
mean nearest-neighbour distance 5.07 nm
kT at 300 K 25.85 meV
Fermi energy: one valley 16.72, six 5.06 meV
rough measured phosphorus density 4e+18 cm^-3
rough measured / Mott density 3.1
C required by rough measurement 0.38
\end{verbatim}
